# Blue shift of light when carriers suddenly appear in a semiconductor

## 1. A field with no wavelength

Take a uniform dielectric of permittivity $\varepsilon=\varepsilon_0n^2$ filled by a uniform electric field $E_0$ along $x$, with no magnetic field. Nothing changes in time. At $t=0$, $N$ free carriers per unit volume, of charge $q$ and mass $m$, appear everywhere at rest.

The field accelerates them, so their current density $J=Nqv$ grows as

$$\frac{dJ}{dt}=\frac{Nq^2}{m}E .$$

A uniform field has no curl, so no magnetic field arises, and the Ampère–Maxwell law reduces to $0=J+\varepsilon\,dE/dt$. Differentiate this once and insert the first equation:

$$\frac{d^2E}{dt^2}=-\frac{1}{\varepsilon}\frac{dJ}{dt}=-\Omega^2E,\qquad \Omega^2=\frac{Nq^2}{\varepsilon m}.$$

At $t=0$ the current is zero, so $dE/dt=0$ and $E=E_0\cos\Omega t$. A field of zero frequency now oscillates at $\Omega$, the screened plasma frequency. "Screened" means that $\varepsilon$ contains the background factor $n^2$. The field was still uniform afterwards; its frequency was free to change.

A light wave adds one thing to this picture, the restoring effect of its own curl. The two effects add in the squared frequency.

## 2. The statement and its assumptions

A plane wave of real wavevector $k$ fills an unbounded, uniform, isotropic semiconductor whose background index $n$ does not depend on frequency. Its frequency is $\omega_0=ck/n$. At $t=0$ carriers appear everywhere at once, at rest, and then move without collisions. The wavevector stays $k$, and the new frequency obeys

$$\boxed{\;\omega_1^2=\omega_0^2+\Omega^2,\qquad \Omega^2=\sum_s\frac{N_se^2}{\varepsilon_0n^2m_s}\;}$$

The sum runs over electrons and holes; the square of the charge makes both contributions positive. The light is weak, so the magnetic force on the carriers is neglected and the equations are linear. The background $n$ is the same before and after.

The field points along $x$ and the wave travels along $z$. Physical fields are real parts, for example $E_x=\mathrm{Re}[E(t)e^{ikz}]$, and a wave moving towards $+z$ has $E(t)\propto e^{-i\omega t}$ with $\omega>0$.

## 3. Why the wavevector is kept

After $t=0$ the medium is the same at every $z$. Each coefficient in the equations is then independent of $z$, and an operation such as $\partial/\partial z$ turns $e^{ikz}$ into $ik\,e^{ikz}$. A field that starts with the single factor $e^{ikz}$ keeps it. The medium does change in time, so no such argument protects $\omega$.

If the density depended on position, the product $N(z)E(z)$ in the current equation would contain new wavevectors. A direct solution of the field and current equations on a grid shows this. With $\Omega^2=1.25\,\omega_0^2$ and carriers in one half of a periodic box two wavelengths long, a fraction 0.55 of the squared electric field, averaged over ten old periods after the switch, lies at wavevectors other than $\pm k$. The fraction ranges from about 0.51 to 0.56 with the phase of the wave relative to the filled half. With the whole box filled, that fraction stays below $10^{-12}$.

At a fixed boundary in space the roles are exchanged: the medium is constant in time, so $\omega$ is kept and $k$ changes.

## 4. The current of carriers born at rest

Let the density $N(t)$ of one species grow in any manner. A carrier born at time $t'$ has at time $t$ the velocity

$$v(t,t')=\frac{q}{m}\int_{t'}^{t}E(t'')\,dt'' .$$

The current adds all births up to $t$:

$$J(t)=q\int_{-\infty}^{t}v(t,t')\frac{dN}{dt'}\,dt' .$$

Its derivative has two parts. The upper limit gives $q\,v(t,t)\,dN/dt$, which vanishes because a newborn carrier is at rest. The integrand gives $\partial v/\partial t=qE(t)/m$, the same for all carriers. Hence

$$\frac{dJ}{dt}=\frac{N(t)q^2}{m}E .$$

Adding the species gives

$$\frac{dJ}{dt}=\varepsilon\,\Omega^2(t)\,E. \tag{1}$$

"At rest" need not mean that each carrier is motionless. Random velocities with zero mean bring no current either, and they leave the light wave nearly unchanged if a carrier moves much less than a wavelength in one light period. Over many periods, however, they smear out the static pattern found in Section 7, which lasts only if the carriers have no thermal motion.

## 5. The new frequency

For the chosen directions, Faraday's law is $\partial_tB=-\partial_zE$ and the Ampère–Maxwell law is $-\partial_zB/\mu_0=J+\varepsilon\,\partial_tE$. With the factor $e^{ikz}$ they become

$$\frac{dB}{dt}=-ikE,\qquad \varepsilon\frac{dE}{dt}=-\frac{ik}{\mu_0}B-J. \tag{2}$$

Differentiate the second equation and replace $dB/dt$ and $dJ/dt$:

$$\varepsilon\frac{d^2E}{dt^2}=-\frac{ik}{\mu_0}(-ikE)-\varepsilon\Omega^2E=-\frac{k^2}{\mu_0}E-\varepsilon\Omega^2E,$$

since $(-ik)(-ik)=-k^2$. Divide by $\varepsilon$ and use $k^2/(\mu_0\varepsilon)=c^2k^2/n^2=\omega_0^2$:

$$\frac{d^2E}{dt^2}+\left[\omega_0^2+\Omega^2(t)\right]E=0. \tag{3}$$

Once the density is constant, the solutions are $e^{\mp i\omega_1t}$ with $\omega_1^2=\omega_0^2+\Omega^2$. This is the stated result. For $k=0$ it returns the oscillation of Section 1.

The frequency follows from the equation that holds after the carriers have appeared. How they appeared enters through the initial conditions. It affects the amplitudes and the static magnetic field found in Section 7, but not the frequency.

## 6. Forward and backward waves

Before $t=0$ we have $E=E_0e^{-i\omega_0t}$. Faraday's law then reads $-i\omega_0B=-ikE$, so $B_0=kE_0/\omega_0$. The current is finite, so by (2) the rates of change of $E$ and $B$ are finite and both fields are continuous at $t=0$. The current starts from zero. Equation (2) therefore gives, just after the switch,

$$\frac{dE}{dt}(0)=-\frac{ik}{\mu_0\varepsilon}B_0=-\frac{ik^2}{\mu_0\varepsilon\,\omega_0}E_0=-i\omega_0E_0 .$$

Write $E=a\,e^{-i\omega_1t}+b\,e^{i\omega_1t}$ and $r=\omega_0/\omega_1$. The two conditions are

$$a+b=E_0,\qquad -i\omega_1(a-b)=-i\omega_0E_0\;\Rightarrow\;a-b=rE_0 .$$

Half the sum and half the difference give

$$a=\frac{1+r}{2}E_0,\qquad b=\frac{1-r}{2}E_0. \tag{4}$$

The term in $b$ varies as $e^{i(kz+\omega_1t)}$ and moves towards $-z$. It is a reflection from a moment in time. It has the same $k$ and the same raised frequency as the forward wave.

## 7. A magnetic field that stays behind

Integrate Faraday's law from the switch:

$$B(t)=B_0-ik\int_0^tE\,dt'=B_0+\frac{k}{\omega_1}\left[a(e^{-i\omega_1t}-1)-b(e^{i\omega_1t}-1)\right].$$

The terms that do not oscillate are

$$B_s=B_0-\frac{k}{\omega_1}(a-b)=B_0-\frac{kr}{\omega_1}E_0=B_0(1-r^2), \tag{5}$$

where $kE_0=\omega_0B_0$ was used. A static magnetic pattern of wavevector $k$ remains. There is no static electric field, so (2) requires a steady current $J_s=-ikB_s/\mu_0$ to hold it.

The origin of this current lies in the birth at rest. Equation (1) gives the oscillating current $J_w=(i\varepsilon\Omega^2/\omega_1)(ae^{-i\omega_1t}-be^{i\omega_1t})$. At $t=0$ it equals

$$\frac{i\varepsilon\Omega^2}{\omega_1}\,rE_0=i\varepsilon\omega_0(1-r^2)E_0,$$

because $\Omega^2/\omega_1^2=1-r^2$. The steady current is

$$J_s=-\frac{ik}{\mu_0}\,\frac{k}{\omega_0}E_0(1-r^2)=-i\varepsilon\omega_0(1-r^2)E_0 .$$

The two cancel at $t=0$. The steady drift is what a carrier needs, on top of its oscillation, to have started from rest.

## 8. Where the energy goes

Averaged over a wavelength, the electric energy density is $\varepsilon|E|^2/4$ and the magnetic one is $|B|^2/(4\mu_0)$. For one species $\tfrac12Nmv^2=J^2/(2\varepsilon\Omega_s^2)$. After sudden birth each species carries the fraction $\Omega_s^2/\Omega^2$ of the current, so the sum over species averages to $|J|^2/(4\varepsilon\Omega^2)$.

For the forward wave $|B|=k|a|/\omega_1$ and $|J|=\varepsilon\Omega^2|a|/\omega_1$, so

$$W_a=\frac{\varepsilon|a|^2}{4}\left[1+\frac{\omega_0^2}{\omega_1^2}+\frac{\Omega^2}{\omega_1^2}\right]=\frac{\varepsilon|a|^2}{2}.$$

The same holds for $b$. The static part has

$$W_s=\frac{|B_s|^2}{4\mu_0}\left[1+\frac{k^2}{\mu_0\varepsilon\Omega^2}\right]=\frac{|B_s|^2}{4\mu_0}\,\frac{\omega_1^2}{\Omega^2}=\frac{|B_0|^2}{4\mu_0}(1-r^2).$$

The old wave had $W_0=\varepsilon|E_0|^2/2$, and $|B_0|^2/\mu_0=\varepsilon|E_0|^2$. The shares of the old energy are therefore

$$\text{forward }\frac{(1+r)^2}{4},\qquad\text{backward }\frac{(1-r)^2}{4},\qquad\text{static }\frac{1-r^2}{2}.$$

The first two add to $(1+r^2)/2$, and all three add to one. This is as it must be, since carriers born at rest bring no kinetic energy of motion along the field.

The light as a whole thus loses energy although its frequency rises. Counting photons as wave energy divided by $\hbar\omega$, the number in the forward wave is multiplied by $r(1+r)^2/4$, which is below one. Each photon is bluer, but there are fewer of them. The energy needed to create the carriers comes from the pump and is not part of this balance.

**A strong case.** For $\Omega^2=1.25\,\omega_0^2$ the formula gives $\omega_1=\sqrt{2.25}\,\omega_0=1.5\,\omega_0$ and $r=2/3$. The amplitudes are $5/6$ and $1/6$, and the static field is $5/9$ of $B_0$. The grid solution, which does not use these formulas, gives a frequency ratio of 1.5, amplitudes 0.8333 and 0.1667, and a static field of 0.5556. Its energy shares are 0.6945, 0.0278 and 0.2778. The forward photon number falls to 0.463 of its old value.

**The dense limit.** For $\Omega\gg\omega_0$, $r\to0$. The old electric energy is shared equally by two opposite waves near $\Omega$, a quarter of the total each. The old magnetic field is frozen in place, since $B_s\to B_0$, and holds the other half.

## 9. Slow creation

Let the density now rise over many light periods, with $\omega^2(t)=\omega_0^2+\Omega^2(t)$. Equation (3) still holds. Put $E=A(t)e^{-i\phi}$ with $d\phi/dt=\omega(t)$. Dots denote time derivatives:

$$\ddot E=\left(\ddot A-2i\omega\dot A-i\dot\omega A-\omega^2A\right)e^{-i\phi}.$$

The last term cancels $\omega^2E$ in (3). For slow change $\ddot A$ is negligible, which leaves $2\omega\dot A+\dot\omega A=0$. Multiplying by $A$ gives $d(\omega A^2)/dt=0$, so at leading order

$$\frac{|E_1|^2}{|E_0|^2}=\frac{\omega_0}{\omega_1}=r .$$

The final frequency is the same as for sudden creation, but there is no backward wave at this order. The wave energy is multiplied by $r$ and the photon number by $r^2$. Both factors rely on birth at rest; Section 10 gives the other case. For the strong case with a smooth rise lasting 12 old periods, the grid gives a frequency ratio of 1.5, a squared forward amplitude of 0.6667 and a backward amplitude of $5\times10^{-5}$.

The missing energy is in the carriers. One born while the field amplitude is $A$ keeps a steady velocity equal and opposite to the oscillating velocity it would have had at birth, of amplitude $qA/(m\omega)$. Carriers born at different phases have different steady velocities. Their currents average out, but their energies do not. The energy so stored when the density grows by $dN$ is

$$\frac m4\left(\frac{qA}{m\omega}\right)^2dN=\frac{\varepsilon A^2}{4}\,\frac{d(\Omega^2)}{\omega^2}=\frac{\varepsilon A^2}{2}\,\frac{d\omega}{\omega},$$

because $d(\Omega^2)=2\omega\,d\omega$. This equals the loss $-dW=W\,d\omega/\omega$ of a wave whose energy $W=\varepsilon A^2/2$ falls as $1/\omega$.

## 10. Carriers born in motion

Suppose instead that the carriers appear suddenly with the drift they would have had if they had always been present in the old wave. Equation (1) with $E\propto e^{-i\omega_0t}$ gives this current as $J_0=i\varepsilon\Omega^2E_0/\omega_0$. Then

$$\frac{dE}{dt}(0)=-i\omega_0E_0-\frac{J_0}{\varepsilon}=-i\,\frac{\omega_0^2+\Omega^2}{\omega_0}E_0=-i\,\frac{\omega_1^2}{\omega_0}E_0 ,$$

so $a-b=E_0/r$. The static field becomes $B_0-(k/\omega_1)(E_0/r)=B_0-kE_0/\omega_0=0$. In the strong case the grid again gives a frequency ratio of 1.5, with a static field of 0.0003 of $B_0$, compatible with zero at the accuracy of the grid. If carriers are created slowly, each with the drift of the wave it is born into, write $E=-d\mathcal A/dt$. Then $J=-\varepsilon\Omega^2(t)\mathcal A$, and equation (3) holds for $\mathcal A$ instead of $E$. The argument of Section 9 keeps $\omega|\mathcal A|^2$ constant, so $|E|^2=\omega^2|\mathcal A|^2$ grows as $\omega$. The wave energy is multiplied by $1/r$, and the photon number is conserved. Birth at rest is thus a condition on the amplitudes, the energy and the static field, not on the blue shift.

## 11. Small shifts, dispersion and loss

From $(\omega_1-\omega_0)(\omega_1+\omega_0)=\Omega^2$, a small shift is

$$\Delta\omega\approx\frac{\Omega^2}{2\omega_0}. \tag{6}$$

In a real semiconductor $n$ depends on frequency. The condition at fixed $k$ is then $n^2(\omega_1)\omega_1^2=n^2(\omega_0)\omega_0^2+n^2(\omega_0)\Omega^2$. The derivative of $n^2\omega^2$ is $2n\omega(n+\omega\,dn/d\omega)=2nn_g\omega$, with $n_g$ the group index. Dividing the added term by this slope gives

$$\Delta\omega\approx\frac{n}{n_g}\,\frac{\Omega^2}{2\omega_0}. \tag{7}$$

Collisions add $-J_s/\tau_s$ to the current equation of species $s$; here the subscript labels the species, not the static current of Section 7. For a field at $\omega_1$ this gives $J_s=\varepsilon\Omega_s^2E/(1/\tau_s-i\omega_1)$. For $\omega_1\tau_s\gg1$ the part in phase with $E$ is $\varepsilon\Omega_s^2E/(\omega_1^2\tau_s)$. The mean absorbed power is half its product with $E$. Divided by the wave energy $\varepsilon|E|^2/2$, it gives the energy loss rate

$$\Gamma=\sum_s\frac{\Omega_s^2}{\omega_1^2\tau_s}. \tag{8}$$

## 12. Example: 1550 nm light in silicon

Take $n=3.48$ and $10^{18}$ electron–hole pairs per cm³, made by a 100 fs pump pulse of 1.55 eV photons. The electron mass averaged over equally filled valleys is $0.2583\,m_e$, and a rough hole mass is $0.37\,m_e$. The inverse masses add to $1/0.2583+1/0.37=6.57$ in units of $1/m_e$. With this sum, $\Omega=4.156\times10^{13}$ rad/s. The light has $\omega_0=1.215\times10^{15}$ rad/s, so

$$\frac{\Omega^2}{\omega_0^2}=\left(\frac{4.156\times10^{13}}{1.215\times10^{15}}\right)^2=1.17\times10^{-3}.$$

By (6) the relative frequency rise is half of this, $5.85\times10^{-4}$. That is about 0.11 THz, or 0.47 meV per photon. The vacuum wavelength, measured after the light has left the crystal, changes by $-1550\times5.85\times10^{-4}\approx-0.91$ nm. The index $ck/\omega_1=nr$ is lower than $n$ by $3.48\times5.85\times10^{-4}\approx0.0020$.

With a rough group index of 3.60, equation (7) reduces the wavelength change to $-0.91\times3.48/3.60\approx-0.88$ nm.

**Is the creation sudden?** The pump lasts 19 light periods, so this is the slow case. Sudden creation would give a backward amplitude of $2.9\times10^{-4}$. Integrating (3) with a smooth 100 fs rise gives about $3\times10^{-8}$. This small remainder depends strongly on the exact length and shape of the rise, so only its smallness matters. The frequency shift is unaffected. Whether optically pumped carriers count as born at rest is not settled by this model; it matters for the energy and photon number (Sections 9 and 10), not for the shift. The light travels 8.3 µm during the pump, so the uniform region must be longer than this, as in a waveguide pumped from the side.

**Loss.** For rough mobilities of 250 and 150 cm²/Vs, the collision times are 37 fs for electrons and 32 fs for holes. Equation (8) then gives an energy lifetime of about 30 ps. Any static field would die out as a sum of two exponentials, with time constants of at most about 37 fs.

**Comparison with real silicon.** The indices, masses and density are typical of silicon near 1550 nm with strong carrier injection. The measured index drop at this density is roughly $3\times10^{-3}$, about 1.5 times the model's value, which would raise the shift to about 1.3 nm. The measured absorption, roughly 15 cm⁻¹, corresponds to a lifetime near 8 ps instead of 30 ps. The simple carrier model thus gives the shift to within a factor of about 1.5 but understates the loss by a factor of almost four. The agreement in the shift is partly a cancellation. The measured drop, found for carriers at room temperature, is roughly $0.9\times10^{-3}$ from electrons and $2\times10^{-3}$ from holes, while the model gives $1.2\times10^{-3}$ and $0.8\times10^{-3}$. The hole mass $0.37\,m_e$ is a low-frequency value. Photons of 0.8 eV lie above most transitions between the valence bands, and a six-band estimate of the holes' response at that energy gives about $0.23$–$0.24\,m_e$, which raises the model's drop to about $2.5\times10^{-3}$. Real devices also break the assumption of uniformity: in a waveguide part of the light runs outside the silicon, and that part sees no carriers.

**Other effects.** These are sized for the same density.

- Equal valley filling matters. With all electrons in one pair of opposite valleys, the electron part of $\Omega^2$ would be multiplied by 0.28 for light polarized along the axis of these valleys and by 1.4 for light polarized across it. For light travelling at an angle to the axis, the mode polarized in the plane of the axis and $k$ has a value in between, while the other mode keeps 1.4. A general polarization splits into these two frequencies.
- The density is 0.036 of the conduction-band state density at 300 K, so the electrons are not degenerate once they have cooled.
- The thermal speed of electrons at 300 K is 0.0027 of the light's phase speed, so an electron moves about 0.3% of a wavelength per period. Freshly pumped electrons are faster and also heavier. The pump leaves about 0.43 eV per pair, or roughly 1700 K if shared equally. With a rough band nonparabolicity of 0.5 per eV, this lowers the electron inverse mass by about a quarter and the total shift by about 15% until the carriers cool. At 300 K the same effect lowers the shift by about 4%.
- If all the pump energy became heat, the crystal would warm by 0.15 K. The resulting index rise is 1.3% of the carrier-induced drop.
- For a light field of 0.001 MV/cm, about 0.3% of a rough static breakdown field, two-photon absorption makes some $7\times10^4$ pairs per cm³ in 1 ps. This is negligible beside $10^{18}$. The pump itself is much stronger. For a rough absorption of 850 cm⁻¹ it needs about 3 GW/cm², a field near 0.8 MV/cm. With the same two-photon coefficient, doubled for two distinct beams, absorption of one pump photon together with one light photon removes about 0.4% of the light during the pump. For a rough Kerr coefficient of $4.5\times10^{-18}$ m²/W, the pump also raises the index by about 13% of the carrier-induced drop. This rise ends with the pump and leaves the final frequency unchanged.

These estimates use rough inputs: electron masses of $0.92\,m_e$ along and $0.19\,m_e$ across a valley's axis, a heat capacity of 1.7 J/(cm³ K), an index rise of $1.8\times10^{-4}$ per kelvin, and a two-photon absorption coefficient of 0.8 cm/GW. The results are listed in the numerical output below.

## Numbers as computed

```
Strong test case, units of the old wave
W^2/w0^2: 1.25
w1/w0 formula: 1.5
w1/w0 grid, sudden: 1.5
w1/w0 grid, slow ramp of 12 periods: 1.5
w1/w0 grid, carriers born moving: 1.5
forward amplitude, grid: 0.8333
backward amplitude, grid: 0.1667
static magnetic field, grid: 0.5556
forward energy share, grid: 0.6945
backward energy share, grid: 0.02777
static energy share, grid: 0.2778
forward photon number ratio, grid: 0.463
slow ramp: forward amplitude squared: 0.6667
slow ramp: backward amplitude: 5.3e-05
born moving: static magnetic field: 0.0003
half-filled box: power at other wavevectors: 0.55
Silicon example
vacuum wavelength before: 1550 nm
index / group index: 3.48
group index, rough: 3.6
pair density: 1e+18 cm^-3
electron mass, valley average: 0.2583 m_e
hole mass, rough: 0.37 m_e
w0: 1.21526e+15 rad/s
screened plasma frequency W: 4.156e+13 rad/s
W^2/w0^2: 0.00117
frequency rise: 0.1131 THz
photon energy rise: 0.4677 meV
vacuum wavelength after: 1549.094 nm
wavelength change: -0.9058 nm
index drop: 0.002034
backward amplitude if sudden: 0.000292
Neglected effects
wavelength change with dispersion: -0.8756 nm
collision times e: 36.7 fs
collision times h: 31.6 fs
light energy lifetime, collisions: 29.5 ps
same from rough measured absorption 15/cm: 7.7 ps
static field lifetime: 36.7 fs
pump time in light periods: 19.3
backward amplitude with 100 fs pump: 3e-08
path of light in pump time: 8.33 um
rough measured / model index drop: 1.5
electron part if one valley, low: 0.28 x
electron part if one valley, high: 1.4 x
density / band state density, 300 K: 0.036
thermal speed / light phase speed: 0.0027
heating by 1.55 eV pump photons: 0.15 K
thermal index rise / index drop: 0.013
light field amplitude: 0.001 MV/cm
light field / rough breakdown field 0.3 MV/cm: 0.0033
two-photon pairs made in 1 ps: 6.7e+04 cm^-3
```
